# Detailed balance forbids peaked dwell times in multitrap telegraph noise: a program that tests the result

```python
"""
RESULT UNDER TEST
A finite Markov chain of trap states is seen only through its current level.
If the chain obeys detailed balance, the density f(t) of all stationary dwells
in a level is sum_k w_k lam_k exp(-lam_k t), with w_k >= 0 and sum w_k = 1.
A peak of f at t > 0 therefore shows that detailed balance is broken.

SYMBOLS
Q      generator: Q[i, j] is the rate i -> j (1/s), each row sums to zero
pi     stationary probabilities
G      block of Q inside the level; u = exit rates out of the level
entry  probabilities of the state in which a dwell begins
lam, w decay rates and weights of the dwell-time density
Trap states: N neutral relaxed, Ns neutral strained,
             Cs charged strained, C charged relaxed.
Electron transfer joins N-Cs and Ns-C; lattice relaxation joins N-Ns and Cs-C.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit
from scipy.stats import kstest

rng = np.random.default_rng(12345)


def close_rows(rates):
    """Turn a matrix of off-diagonal rates into a generator."""
    Q = np.array(rates, dtype=float)
    np.fill_diagonal(Q, 0.0)
    np.fill_diagonal(Q, -Q.sum(axis=1))
    return Q


def stationary(Q):
    equations = Q.T.copy()
    equations[-1] = 1.0
    right = np.zeros(len(Q))
    right[-1] = 1.0
    return np.linalg.solve(equations, right)


def dwell_data(Q, level):
    """Entry probabilities, inner block, exit rates, from the definition."""
    pi = stationary(Q)
    level = list(level)
    rest = [i for i in range(len(Q)) if i not in level]
    flow = pi[rest] @ Q[np.ix_(rest, level)]
    G = Q[np.ix_(level, level)]
    u = Q[np.ix_(level, rest)].sum(axis=1)
    return flow / flow.sum(), G, u


def density(t, entry, G, u):
    return float(entry @ expm(G * t) @ u)


def general_weights(entry, G):
    """Exponential weights without any assumption of detailed balance."""
    lam, R = np.linalg.eig(-G)
    w = (entry @ R) * np.linalg.solve(R, np.ones(len(G)))
    assert np.max(np.abs(np.imag(lam))) < 1e-8 * np.max(np.abs(lam))
    order = np.argsort(lam.real)
    return lam.real[order], w.real[order]


def squared_weights(Q, level):
    """Weights from the symmetrized block, as derived for detailed balance."""
    level = list(level)
    pi_level = stationary(Q)[level]
    _, G, u = dwell_data(Q, level)
    root = np.sqrt(pi_level)
    S = -root[:, None] * G / root[None, :]
    assert np.allclose(S, S.T, rtol=1e-7, atol=1e-9 * np.abs(S).max())
    lam, V = np.linalg.eigh(0.5 * (S + S.T))
    return lam, (V.T @ (root * u)) ** 2 / ((pi_level @ u) * lam)


def relative_variance(entry, G):
    one = np.ones(len(G))
    first = np.linalg.solve(-G, one)
    second = np.linalg.solve(-G, first)
    mean = entry @ first
    return mean, 2 * (entry @ second) / mean**2 - 1


# ---------- random chains with detailed balance ----------
worst_error, smallest_variance = 0.0, np.inf
for trial in range(60):
    size = 7
    bond = np.exp(rng.normal(0, 1.5, (size, size)))
    bond = np.triu(bond * (rng.random((size, size)) < 0.6), 1)
    for i in range(size - 1):
        bond[i, i + 1] += 0.1
    bond = bond + bond.T
    population = np.exp(rng.normal(0, 1, size))
    population /= population.sum()
    Q = close_rows(bond / population[:, None])
    level = rng.permutation(size)[: rng.integers(2, 5)]
    entry, G, u = dwell_data(Q, level)
    exit_flow = stationary(Q)[level] * u
    assert np.allclose(entry, exit_flow / exit_flow.sum(), atol=1e-9)
    lam, w = squared_weights(Q, level)
    assert lam.min() > 0 and abs(w.sum() - 1) < 1e-8
    mean, variance = relative_variance(entry, G)
    for t in mean * np.array([0.0, 0.1, 0.7, 2.0]):
        direct = density(t, entry, G, u)
        formula = np.sum(w * lam * np.exp(-lam * t))
        worst_error = max(worst_error, abs(direct / formula - 1))
        vector = u.copy()
        for order in range(6):
            assert entry @ expm(G * t) @ vector > 0
            vector = -G @ vector
    smallest_variance = min(smallest_variance, variance)
assert worst_error < 1e-7
assert smallest_variance > 1 - 1e-9

# ---------- peak criterion for a level of two states ----------
peaked = compared = 0
for trial in range(250):
    Q = close_rows(10 ** rng.uniform(-1, 1, (3, 3)))
    entry, G, u = dwell_data(Q, [0, 1])
    gain = (u[1] - u[0]) * (entry[0] * G[0, 1] - entry[1] * G[1, 0])
    loss = entry @ u**2
    if abs(gain - loss) < 0.05 * (abs(gain) + loss):
        continue
    start = density(0.0, entry, G, u)
    times = np.geomspace(1e-6, 10, 30) / np.abs(G).max()
    top = max(density(t, entry, G, u) for t in times)
    has_peak = top > start * (1 + 1e-12)
    assert has_peak == (gain > loss)
    if has_peak:
        affinity = np.log(Q[0, 1] * Q[1, 2] * Q[2, 0]
                          / (Q[1, 0] * Q[2, 1] * Q[0, 2]))
        assert abs(affinity) > 1e-6
    peaked += has_peak
    compared += 1
assert 0 < peaked < compared

# ---------- independent two-state traps with equal current steps ----------


def independent_traps(capture, emission):
    count = len(capture)
    Q = np.zeros((2**count, 2**count))
    for state in range(2**count):
        for trap in range(count):
            filled = (state >> trap) & 1
            Q[state, state ^ (1 << trap)] = (
                emission[trap] if filled else capture[trap])
    return close_rows(Q)


one_filled = [1, 2, 4]
for trial in range(30):
    Q = independent_traps(10 ** rng.uniform(0, 3, 3),
                          10 ** rng.uniform(0, 3, 3))
    entry, G, u = dwell_data(Q, one_filled)
    assert general_weights(entry, G)[1].min() > -1e-9
trap_capture, trap_emission = [10.0, 50.0, 200.0], [40.0, 5.0, 100.0]
entry, G, u = dwell_data(independent_traps(trap_capture, trap_emission),
                         one_filled)
multi_lam, multi_w = general_weights(entry, G)

# ---------- equilibrium cases outside the theorem ----------
hop = 100.0
line = np.diag([hop] * 3, 1) + np.diag([hop] * 3, -1)
entry, G, u = dwell_data(close_rows(line), [1, 2])
pooled_mean, pooled_variance = relative_variance(entry, G)
assert abs(pooled_variance - 1) < 1e-10
crossing = minimize_scalar(lambda t: -expm(G * t)[0, 1],
                           bounds=(0, 0.05), method="bounded",
                           options={"xatol": 1e-9})
assert abs(crossing.x - np.log(3) / (2 * hop)) < 1e-6
short_line = np.diag([hop] * 2, 1) + np.diag([hop] * 2, -1)
_, G, u = dwell_data(close_rows(short_line), [1, 2])
prepared = np.array([0.0, 1.0])
first_dwell = minimize_scalar(lambda t: -density(t, prepared, G, u),
                              bounds=(0, 0.1), method="bounded",
                              options={"xatol": 1e-9})
assert -first_dwell.fun > density(0, prepared, G, u) + 1.0
assert first_dwell.x > 1e-3

# ---------- four-state oxide trap between channel and gate ----------
N, Ns, Cs, C = range(4)
neutral, charged = [N, Ns], [Cs, C]
thickness, depth = 2.0, 1.0               # nm, depth counted from the channel
temperature, bias_on = 300.0, 1.0         # K, V
level_strained, level_relaxed = 0.25, -0.15   # eV from Fermi level, zero bias
neutral_strain = 0.20                     # eV, energy of Ns above N
charged_strain = level_strained - level_relaxed - neutral_strain
attempt = 1e13                            # 1/s
barrier_charged, barrier_neutral = 0.64, 0.50  # eV, Cs -> C and Ns -> N
# rows: N-Cs and Ns-C transfer; columns: channel and gate; unit 1/s
couplings = np.array([[30.0, 30.0], [300.0, 300.0]])


def thermal_energy(T):
    return const.k * T / const.e


def trap(bias, T=temperature, coupling=couplings, shift=0.0):
    kT = thermal_energy(T)
    fermi = np.array([0.0, -bias])
    Q = np.zeros((4, 4))
    pairs = [(N, Cs, level_strained), (Ns, C, level_relaxed)]
    for row, (empty, full, energy) in enumerate(pairs):
        offset = (energy + shift - bias * depth / thickness - fermi) / kT
        Q[empty, full] = coupling[row] @ expit(-offset)
        Q[full, empty] = coupling[row] @ expit(offset)
    Q[Cs, C] = attempt * np.exp(-barrier_charged / kT)
    Q[C, Cs] = attempt * np.exp(-(barrier_charged + charged_strain) / kT)
    Q[Ns, N] = attempt * np.exp(-barrier_neutral / kT)
    Q[N, Ns] = attempt * np.exp(-(barrier_neutral + neutral_strain) / kT)
    return close_rows(Q)


def cycle_affinity(Q):
    return np.log(Q[N, Cs] * Q[Cs, C] * Q[C, Ns] * Q[Ns, N]
                  / (Q[Cs, N] * Q[C, Cs] * Q[Ns, C] * Q[N, Ns]))


def net_cycles(Q):
    pi = stationary(Q)
    return pi[N] * Q[N, Cs] - pi[Cs] * Q[Cs, N]


def initial_slope(Q, level):
    entry, G, u = dwell_data(Q, level)
    return entry @ G @ u


def peak_time(Q, level):
    """Peak time of a two-state level; zero if the density only falls."""
    if initial_slope(Q, level) <= 0:
        return 0.0
    entry, G, _ = dwell_data(Q, level)
    lam, w = general_weights(entry, G)
    ratio = -w[1] * lam[1] ** 2 / (w[0] * lam[0] ** 2)
    return np.log(ratio) / (lam[1] - lam[0])


kT = thermal_energy(temperature)
rest_trap, driven_trap = trap(0.0), trap(bias_on)
assert abs(cycle_affinity(rest_trap)) < 1e-9
assert abs(net_cycles(rest_trap)) < 1e-9
assert 0 < cycle_affinity(driven_trap) < bias_on / kT
for trial in range(30):
    Q = trap(0.0, coupling=couplings * 10 ** rng.uniform(-1, 1, (2, 2)))
    for level in (neutral, charged):
        entry, G, u = dwell_data(Q, level)
        assert general_weights(entry, G)[1].min() > -1e-9

entry, G, u = dwell_data(driven_trap, charged)
exit_flow = stationary(driven_trap)[charged] * u
exit_share = exit_flow / exit_flow.sum()
entry_share = entry
drive_lam, drive_w = general_weights(entry, G)
assert drive_w.min() < 0
t_peak = peak_time(driven_trap, charged)
search = minimize_scalar(lambda t: -density(t, entry, G, u),
                         bounds=(0, 0.05), method="bounded",
                         options={"xatol": 1e-10})
assert t_peak > 0 and abs(search.x - t_peak) < 1e-6
f_start, f_peak = density(0, entry, G, u), density(t_peak, entry, G, u)
assert f_peak > f_start
other_entry, other_G, _ = dwell_data(driven_trap, neutral)
assert general_weights(other_entry, other_G)[1].min() > 0
assert peak_time(driven_trap, neutral) == 0.0


def charged_cdf(t):
    t = np.asarray(t)
    return 1 - np.exp(-np.multiply.outer(t, drive_lam)) @ drive_w


# ---------- stochastic trajectory of the driven trap ----------
jumps = 300000
escape = -np.diag(driven_trap)
chances = np.clip(driven_trap, 0, None) / escape[:, None]
ladder = np.cumsum(chances, axis=1).tolist()
waits = rng.exponential(size=jumps).tolist()
draws = rng.random(jumps).tolist()
escape_list = escape.tolist()
state, elapsed, dwells = N, 0.0, []
for wait, draw in zip(waits, draws):
    if state >= Cs:
        elapsed += wait / escape_list[state]
    steps = ladder[state]
    target = 0
    while target < 3 and draw >= steps[target]:
        target += 1
    if state >= Cs and target < Cs:
        dwells.append(elapsed)
        elapsed = 0.0
    state = target
dwells = np.array(dwells)
distance = kstest(dwells, charged_cdf).statistic
assert distance * np.sqrt(len(dwells)) < 2.0   # sampling noise only

# ---------- logarithmic histogram in equilibrium ----------
entry0, G0, u0 = dwell_data(rest_trap, charged)
mean0, variance0 = relative_variance(entry0, G0)
log_peak = minimize_scalar(
    lambda y: -np.exp(y) * density(np.exp(y), entry0, G0, u0),
    bounds=(np.log(mean0 / 5), np.log(mean0 * 5)), method="bounded")
t_log = np.exp(log_peak.x)
height_log = -log_peak.fun
assert height_log > 1.05 * t_log / 5 * density(t_log / 5, entry0, G0, u0)
assert height_log > 1.05 * t_log * 5 * density(t_log * 5, entry0, G0, u0)

# ---------- size of neglected effects ----------
field = bias_on / thickness               # V/nm
oxide_barrier, oxide_mass = 3.1, 0.5      # eV and electron masses, rough


def decay(height):
    return np.sqrt(2 * oxide_mass * const.m_e * height * const.e) \
        / const.hbar * 1e-9


def field_factor(energy, sign, length):
    flat = oxide_barrier - energy
    change = quad(lambda s: decay(flat) - decay(flat + sign * field * s),
                  0, length)[0]
    return np.exp(2 * change)


factors = np.array([[field_factor(E, 1, depth),
                     field_factor(E, -1, thickness - depth)]
                    for E in (level_strained, level_relaxed)])
t_field = peak_time(trap(bias_on, coupling=couplings * factors), charged)
t_spin = peak_time(trap(bias_on, shift=-kT * np.log(2)), charged)
hot = 358.0
t_hot = peak_time(trap(bias_on, T=hot), charged)


def slope_with_direct_gate(rate):
    changed = couplings.copy()
    changed[0, 1] = rate
    return initial_slope(trap(bias_on, coupling=changed), charged)


critical = brentq(slope_with_direct_gate, couplings[0, 1], couplings[1, 1])
margin = kT * np.log(critical / couplings[0, 1])
resolution, bin_width = 1e-5, 1e-3        # s
missed_neutral = 1 - other_entry @ expm(other_G * resolution) @ np.ones(2)
missed_charged = float(charged_cdf(resolution))
first_bin = float(charged_cdf(bin_width))
peak_bin = float(charged_cdf(t_peak + bin_width / 2)
                 - charged_cdf(t_peak - bin_width / 2))
needed = 25 * (peak_bin + first_bin) / (peak_bin - first_bin) ** 2

# ---------- printed numbers ----------
print(f"random balanced chains: worst relative error {worst_error:.1e}")
print(f"smallest variance/mean^2 in them: {smallest_variance:.4f}")
print(f"two-state criterion: {peaked} peaks in {compared} driven cycles")
print("three two-state traps, capture (1/s):", trap_capture)
print("three two-state traps, emission (1/s):", trap_emission)
for rate, weight in zip(multi_lam, multi_w):
    print(f"  one filled: tau {1e3/rate:.3f} ms, weight {weight:.5f}")
print(f"linear chain, every hop {hop:.0f} 1/s: mean {1e3*pooled_mean:.2f} ms")
print(f"  crossing dwells peak at {1e3*crossing.x:.2f} ms")
print(f"  prepared first dwell peaks at {1e3*first_dwell.x:.2f} ms")
print(f"oxide {thickness} nm, trap depth {depth} nm, T {temperature:.0f} K")
print(f"bias {bias_on} V, field {10*field:.1f} MV/cm, kT {1e3*kT:.2f} meV")
print(f"zero-bias levels N-Cs, Ns-C: {level_strained}, {level_relaxed} eV")
print(f"strain energies Ns, Cs: {neutral_strain}, {charged_strain:.2f} eV")
print(f"barriers Cs->C, Ns->N: {barrier_charged}, {barrier_neutral} eV")
print(f"attempt rate {attempt:.0e} 1/s")
print("couplings N-Cs channel, gate (1/s):", couplings[0])
print("couplings Ns-C channel, gate (1/s):", couplings[1])
names = ["N", "Ns", "Cs", "C"]
for i, j in [(N, Cs), (Ns, C), (Cs, C), (Ns, N)]:
    print(f"  1 V rates {names[i]}->{names[j]}, back: "
          f"{driven_trap[i, j]:.4g}, {driven_trap[j, i]:.4g} 1/s")
for label, Q in (("0 V", rest_trap), ("1 V", driven_trap)):
    print(f"{label}: affinity {abs(cycle_affinity(Q)):.3f} kT, "
          f"net cycles {abs(net_cycles(Q)):.3f} 1/s")
    for title, level in (("neutral", neutral), ("charged", charged)):
        a, b, _ = dwell_data(Q, level)
        lam, w = general_weights(a, b)
        mean, variance = relative_variance(a, b)
        print(f"  {title}: tau {1e3/lam[0]:.4g}, {1e3/lam[1]:.4g} ms; "
              f"weights {w[0]:.5f}, {w[1]:.5f}")
        print(f"    mean {1e3*mean:.4g} ms, variance/mean^2 {variance:.4f}")
print(f"bias energy per electron: {bias_on/kT:.2f} kT")
print(f"charged, 1 V: entry Cs, C {entry_share[0]:.4f}, {entry_share[1]:.4f}")
print(f"charged, 1 V: exit Cs, C {exit_share[0]:.4f}, {exit_share[1]:.4f}")
print(f"charged, 1 V: peak at {1e3*t_peak:.3f} ms")
print(f"  density at 0 and peak: {f_start:.2f}, {f_peak:.2f} 1/s")
print(f"trajectory: {len(dwells)} dwells, mean {1e3*dwells.mean():.3f} ms")
print(f"  largest distribution difference {distance:.5f}")
print(f"0 V charged, log-time histogram peak: {1e3*t_log:.1f} ms")
print("field factors N-Cs channel, gate:", np.round(factors[0], 3))
print("field factors Ns-C channel, gate:", np.round(factors[1], 3))
print(f"peak with field factors {1e3*t_field:.3f} ms")
print(f"peak with spin shift {1e3*t_spin:.3f} ms")
print(f"peak at {hot:.0f} K, couplings fixed: {1e3*t_hot:.3f} ms")
print(f"direct Cs gate coupling that ends peak: {critical:.1f} 1/s")
print(f"  equivalent barrier change {1e3*margin:.1f} meV")
print(f"shorter than {1e3*resolution:.2f} ms: neutral {missed_neutral:.2e}, "
      f"charged {missed_charged:.2e}")
print(f"dwells for 5 sigma with {1e3*bin_width:.0f} ms bins: {needed:.0f}")
print("finished without a failed check")
```

Running it gives:

```
random balanced chains: worst relative error 2.4e-13
smallest variance/mean^2 in them: 1.0001
two-state criterion: 46 peaks in 245 driven cycles
three two-state traps, capture (1/s): [10.0, 50.0, 200.0]
three two-state traps, emission (1/s): [40.0, 5.0, 100.0]
  one filled: tau 6.250 ms, weight 0.12586
  one filled: tau 4.651 ms, weight 0.84562
  one filled: tau 3.448 ms, weight 0.02852
linear chain, every hop 100 1/s: mean 10.00 ms
  crossing dwells peak at 5.49 ms
  prepared first dwell peaks at 8.61 ms
oxide 2.0 nm, trap depth 1.0 nm, T 300 K
bias 1.0 V, field 5.0 MV/cm, kT 25.85 meV
zero-bias levels N-Cs, Ns-C: 0.25, -0.15 eV
strain energies Ns, Cs: 0.2, 0.20 eV
barriers Cs->C, Ns->N: 0.64, 0.5 eV
attempt rate 1e+13 1/s
couplings N-Cs channel, gate (1/s): [30. 30.]
couplings Ns-C channel, gate (1/s): [300. 300.]
  1 V rates N->Cs, back: 30, 30 1/s
  1 V rates Ns->C, back: 300, 300 1/s
  1 V rates Cs->C, back: 177.2, 0.07738 1/s
  1 V rates Ns->N, back: 3.984e+04, 17.4 1/s
0 V: affinity 0.000 kT, net cycles 0.000 1/s
  neutral: tau 3831, 0.02472 ms; weights 0.98543, 0.01457
    mean 3775 ms, variance/mean^2 1.0296
  charged: tau 547.6, 4.215 ms; weights 0.99655, 0.00345
    mean 545.7 ms, variance/mean^2 1.0068
1 V: affinity 15.473 kT, net cycles 20.815 1/s
  neutral: tau 33.21, 0.0249 ms; weights 0.99424, 0.00576
    mean 33.01 ms, variance/mean^2 1.0116
  charged: tau 4.83, 3.331 ms; weights 2.86946, -1.86946
    mean 7.631 ms, variance/mean^2 0.5862
bias energy per electron: 38.68 kT
charged, 1 V: entry Cs, C 0.9893, 0.0107
charged, 1 V: exit Cs, C 0.1433, 0.8567
charged, 1 V: peak at 3.377 ms
  density at 0 and peak: 32.89, 91.64 1/s
trajectory: 61923 dwells, mean 7.643 ms
  largest distribution difference 0.00257
0 V charged, log-time histogram peak: 547.6 ms
field factors N-Cs channel, gate: [0.593 1.739]
field factors Ns-C channel, gate: [0.613 1.675]
peak with field factors 2.282 ms
peak with spin shift 3.377 ms
peak at 358 K, couplings fixed: 0.354 ms
direct Cs gate coupling that ends peak: 156.9 1/s
  equivalent barrier change 42.8 meV
shorter than 0.01 ms: neutral 2.20e-03, charged 3.31e-04
dwells for 5 sigma with 1 ms bins: 2287
finished without a failed check
```
